# Why two bulk calculations do not give an absolute deformation potential: verification in Python

```python
"""
Result under test: band energies of separate periodic bulk calculations give
an absolute deformation potential only after adding the electrostatic line-up:
    a_v = dE_v(zero-average potential)/d ln(volume) + dUbar/d ln(volume).
Ubar is the average electrostatic energy of an electron on a common scale.
For rigid neutral spherical atoms Ubar = (-2 pi Q/3 + alpha)/volume_per_atom,
where Q = integral n r^2 and alpha = integral (v_local + Z/r).
Internal units are Hartree atomic units (hbar = m = e = 1, Gaussian Poisson law).
Diamond is treated with LDA, GTH-PADE and superposed free-atom densities.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import erf
from pyscf import gto, dft
from pyscf.dft import libxc

HARTREE = constants.value("Hartree energy in eV")
BOHR_NM = constants.value("Bohr radius") * 1e9
PI = np.pi

# ---------- one-dimensional crystals with a common vacuum ----------
sheet_charge, ion_width, electron_width = 0.437, 0.3, 1.0
spacing_1d, strain_1d, planes = 3.4, 0.02, 30
left_planes = 40 + spacing_1d * np.arange(planes)
right_planes = (left_planes[-1] + 40
                + spacing_1d * (1 + strain_1d) * np.arange(planes))
length_1d = right_planes[-1] + 40
points = 6400
step = length_1d / points
x = step * np.arange(points)


def gaussian(position, width):
    return (np.exp(-(x - position)**2 / (2 * width**2))
            / (width * np.sqrt(2 * PI)))


def electron_energy_from_charge(charge):
    k = 2 * PI * np.fft.fftfreq(points, step)
    transform = np.fft.fft(charge)
    energy = np.zeros(points, dtype=complex)
    energy[1:] = -4 * PI * transform[1:] / k[1:]**2
    return np.fft.ifft(energy).real


charge_1d = np.zeros(points)
for plane in np.r_[left_planes, right_planes]:
    charge_1d += sheet_charge * (gaussian(plane, ion_width)
                                 - gaussian(plane, electron_width))
potential_1d = electron_energy_from_charge(charge_1d)
energies, states = eigh_tridiagonal(
    1 / step**2 + potential_1d, np.full(points - 1, -0.5 / step**2),
    select="i", select_range=(0, 19))
gap_middle = 0.5 * (left_planes[-1] + right_planes[0])
left_weight = np.sum(states[x < gap_middle]**2, axis=0)
direct_1d = (energies[left_weight < 0.01][0]
             - energies[left_weight > 0.99][0]) * HARTREE


def bulk_bottom_1d(spacing):
    order = np.arange(-20, 21)
    g = 2 * PI * order / spacing
    dg = g[:, None] - g[None, :]
    safe = np.where(abs(dg) < 1e-10, 1.0, dg)
    v = (-4 * PI * sheet_charge / (spacing * safe**2)
         * (np.exp(-safe**2 * ion_width**2 / 2)
            - np.exp(-safe**2 * electron_width**2 / 2)))
    v[abs(dg) < 1e-10] = 0
    return np.linalg.eigvalsh(np.diag(g**2 / 2) + v)[0]


strained_spacing = spacing_1d * (1 + strain_1d)
naive_1d = (bulk_bottom_1d(strained_spacing)
            - bulk_bottom_1d(spacing_1d)) * HARTREE
moment_1d = 2 * PI * sheet_charge * (ion_width**2 - electron_width**2)
lineup_1d = moment_1d * (1 / strained_spacing - 1 / spacing_1d) * HARTREE
aligned_1d = naive_1d + lineup_1d
assert abs(direct_1d - aligned_1d) < 0.005  # finite-crystal confinement
assert abs(direct_1d - naive_1d) > 10 * abs(direct_1d - aligned_1d)

# Same interior charge, different surface charge on the left crystal.
surface_charge, displacement = 0.002, 0.5
extra = np.zeros(points)
for edge, outward in ((left_planes[0] - 4, -1), (left_planes[-1] + 4, 1)):
    extra += surface_charge * (
        gaussian(edge - outward * displacement / 2, 0.3)
        - gaussian(edge + outward * displacement / 2, 0.3))
changed = electron_energy_from_charge(charge_1d + extra) - potential_1d
inside = abs(x - np.mean(left_planes)) < spacing_1d / 2
vacuum_index = np.argmin(abs(x - gap_middle))
surface_shift = (np.mean(changed[inside]) - changed[vacuum_index]) * HARTREE
surface_formula = -4 * PI * surface_charge * displacement * HARTREE
assert abs(surface_shift - surface_formula) < 1e-4

# ---------- free carbon atom, GTH-PADE pseudopotential ----------
Z_ION, R_LOCAL, C1, C2 = 4, 0.34883045, -8.51377110, 1.22843203
R_PROJECTOR, H_PROJECTOR = 0.30455321, 9.52284179
r = 0.01 * np.arange(2001)
r[0] = 1e-9
weight = np.full(r.size, 0.01)
weight[[0, -1]] *= 0.5
local_ion = (-Z_ION * erf(r / (np.sqrt(2) * R_LOCAL)) / r
             + np.exp(-(r / R_LOCAL)**2 / 2) * (C1 + C2 * (r / R_LOCAL)**2))
gaussian_integral = (2 * PI)**1.5 * R_LOCAL**3 * (C1 + 3 * C2)
alpha = 2 * PI * Z_ION * R_LOCAL**2 + gaussian_integral
alpha_quadrature = np.sum(weight * 4 * PI * r**2 * (local_ion + Z_ION / r))
assert abs(alpha - alpha_quadrature) < 2e-3  # radial trapezoid endpoint error


def pseudo_atom(s_electrons, p_electrons):
    exponents = 0.04 * 1.9**np.arange(12)
    density = 4 * (0.5 / PI)**1.5 * np.exp(-0.5 * r**2)
    projector = (np.sqrt(4 * PI) * (PI * R_PROJECTOR**2)**(-0.75)
                 * np.exp(-(r / R_PROJECTOR)**2 / 2))
    for _ in range(100):
        enclosed = cumulative_trapezoid(4 * PI * r**2 * density, r, initial=0)
        outer = cumulative_trapezoid(4 * PI * r * density, r, initial=0)
        hartree = enclosed / r + outer[-1] - outer
        xc = libxc.eval_xc("lda,pw", density)[1][0]
        new_density = np.zeros_like(r)
        levels = []
        for l, occupation in ((0, s_electrons), (1, p_electrons)):
            decay = np.exp(-exponents[:, None] * r**2)
            chi = r**l * decay
            norm = 1 / np.sqrt(np.sum(weight * r**2 * chi**2, axis=1))
            chi *= norm[:, None]
            slope = ((l + 1) * r**l
                     - 2 * exponents[:, None] * r**(l + 2)) * decay
            slope *= norm[:, None]
            overlap = (chi * weight * r**2) @ chi.T
            hamiltonian = 0.5 * ((slope * weight) @ slope.T
                                 + l * (l + 1) * (chi * weight) @ chi.T)
            hamiltonian += (chi * weight * r**2
                            * (local_ion + hartree + xc)) @ chi.T
            if l == 0:
                b = chi @ (weight * r**2 * projector)
                hamiltonian += H_PROJECTOR * np.outer(b, b)
            e, coefficients = eigh(hamiltonian, overlap)
            levels.append(e[0])
            orbital = coefficients[:, 0] @ chi
            new_density += occupation * orbital**2 / (4 * PI)
        change = np.max(abs(4 * PI * r**2 * (new_density - density)))
        if change < 1e-8:
            break
        density = 0.6 * density + 0.4 * new_density
    assert change < 1e-6
    second_moment = np.sum(weight * 4 * PI * r**4 * density)
    q = 0.02 * np.arange(2001)
    transform = np.sinc(q[:, None] * r / PI) @ (
        weight * 4 * PI * r**2 * density)
    return CubicSpline(q, transform), second_moment, levels


ground_ft, q_ground, atom_levels = pseudo_atom(2, 2)
excited_ft, q_excited, _ = pseudo_atom(1, 3)

# Independent all-electron spherical LDA atom in a Gaussian basis.
molecule = gto.M(atom="C 0 0 0", basis="aug-cc-pvtz", spin=0, verbose=0)
all_electron = dft.RKS(molecule)
all_electron.xc = "lda,pw"


def spherical_occupation(mo_energy=None, mo_coeff=None):
    occupation = np.zeros(len(mo_energy))
    occupation[:5] = [2, 2, 2 / 3, 2 / 3, 2 / 3]
    return occupation


all_electron.get_occ = spherical_occupation
all_electron.kernel()
assert all_electron.converged
q_all = np.einsum("ij,ji->", all_electron.make_rdm1(),
                  molecule.intor("int1e_r2"))
assert abs(all_electron.mo_energy[1] - atom_levels[0]) < 0.01
assert abs(all_electron.mo_energy[2] - atom_levels[1]) < 0.01
assert abs(q_all / q_ground - 1) < 0.03  # core and basis are different

# ---------- diamond at Gamma ----------
lattice_nm = 0.357
lattice = lattice_nm / BOHR_NM
volume_atom = lattice**3 / 8
MESH = 32
MAIN_CUTOFF, TEST_CUTOFF = 44.0, 34.0
integer_axis = np.rint(np.fft.fftfreq(MESH) * MESH).astype(int)
integers = np.stack(np.meshgrid(integer_axis, integer_axis, integer_axis,
                                indexing="ij"), axis=-1)
cell0 = lattice / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
g_unstrained = integers @ (2 * PI * np.linalg.inv(cell0).T)


def density_transform(q, spline):
    return np.where(q <= 40, spline(np.minimum(q, 40)), 0)


def atom_electrostatic_ft(q, spline):
    y = (q * R_LOCAL)**2
    damping = np.exp(-y / 2)
    return (-4 * PI * Z_ION * damping / q**2
            + (2 * PI)**1.5 * R_LOCAL**3 * damping * (C1 + C2 * (3 - y))
            + 4 * PI * density_transform(q, spline) / q**2)


def atom_integral(second_moment):
    return -2 * PI * second_moment / 3 + alpha


def diamond_levels(strain, spline=ground_ft, cutoff=MAIN_CUTOFF):
    """Eight lowest levels in eV, with zero average electrostatic energy."""
    cell = cell0 * (1 + np.asarray(strain))
    volume = abs(np.linalg.det(cell))
    reciprocal = 2 * PI * np.linalg.inv(cell).T
    g_mesh = integers @ reciprocal
    q = np.linalg.norm(g_mesh, axis=-1)
    structure = 2 * np.cos(2 * PI * np.sum(integers, axis=-1) / 8)
    safe_q = np.where(q < 1e-10, 1.0, q)
    electrostatic = atom_electrostatic_ft(safe_q, spline) * structure / volume
    electrostatic[0, 0, 0] = 0
    density_g = density_transform(q, spline) * structure / volume
    density = np.fft.ifftn(density_g).real * MESH**3
    density = np.maximum(density, 1e-12)
    xc = libxc.eval_xc("lda,pw", density.ravel())[1][0].reshape(density.shape)
    local = electrostatic + np.fft.fftn(xc).real / MESH**3
    chosen = integers[np.sum(g_unstrained**2, axis=-1) / 2 < cutoff]
    g = chosen @ reciprocal
    g2 = np.sum(g**2, axis=1)
    difference = chosen[:, None, :] - chosen[None, :, :]
    hamiltonian = local[difference[..., 0], difference[..., 1],
                        difference[..., 2]]
    hamiltonian[np.diag_indices(len(g))] += g2 / 2
    beta = ((PI * R_PROJECTOR**2)**(-0.75)
            * (2 * PI * R_PROJECTOR**2)**1.5
            * np.exp(-g2 * R_PROJECTOR**2 / 2))
    phase = 2 * PI * np.sum(chosen, axis=1) / 8
    even, odd = beta * np.cos(phase), beta * np.sin(phase)
    hamiltonian += 2 * H_PROJECTOR / volume * (np.outer(even, even)
                                               + np.outer(odd, odd))
    return eigh(hamiltonian, eigvals_only=True,
                subset_by_index=[0, 7]) * HARTREE


def bulk_slopes(direction, spline=ground_ft, cutoff=MAIN_CUTOFF):
    amplitude = 0.005
    direction = np.asarray(direction)
    plus = diamond_levels(amplitude * direction, spline, cutoff)
    minus = diamond_levels(-amplitude * direction, spline, cutoff)
    log_volume = np.sum(np.log1p(amplitude * direction)
                        - np.log1p(-amplitude * direction))
    return np.array([np.mean(plus[1:4]) - np.mean(minus[1:4]),
                     np.mean(plus[4:7]) - np.mean(minus[4:7])]) / log_volume


reference = diamond_levels([0, 0, 0])
assert reference[3] - reference[1] < 1e-3
assert reference[6] - reference[4] < 1e-3
naive_v, naive_c = bulk_slopes([0, 0, 1])
hydro_v, hydro_c = bulk_slopes([1 / 3, 1 / 3, 1 / 3])
assert abs(naive_v - hydro_v) < 0.02
assert abs(naive_c - hydro_c) < 0.02
average_energy = atom_integral(q_ground) / volume_atom * HARTREE
lineup_slope = -average_energy
absolute_v = naive_v + lineup_slope
naive_point_ion = naive_v - alpha / volume_atom * HARTREE
naive_smeared_ion = naive_v - gaussian_integral / volume_atom * HARTREE

strain_example = 0.01
strained = diamond_levels([0, 0, strain_example])
naive_shift = np.mean(strained[1:4]) - np.mean(reference[1:4])
lineup_shift = average_energy * (1 / (1 + strain_example) - 1)
aligned_shift = naive_shift + lineup_shift
valence_splitting = strained[3] - strained[1]

# Coherent [001] superlattice: macroscopic average from its Fourier series.
layers = 24
d1 = lattice / 4
d2 = d1 * (1 + strain_example)
positions = np.r_[d1 * np.arange(layers),
                  layers * d1 + d2 * np.arange(layers)]
super_length = layers * (d1 + d2)
g_super = 2 * PI * np.arange(1, int(20 * super_length / (2 * PI))) / super_length
super_ft = (atom_electrostatic_ft(g_super, ground_ft)
            * np.exp(-1j * np.outer(g_super, positions)).sum(axis=1)
            / (lattice**2 / 2 * super_length))


def macroscopic_average(centre, width):
    return np.sum(2 * np.real(super_ft * np.exp(1j * g_super * centre))
                  * np.sinc(g_super * width / (2 * PI))) * HARTREE


superlattice_shift = (macroscopic_average(layers * (d1 + d2 / 2), d2)
                      - macroscopic_average(layers * d1 / 2, d1))
assert abs(superlattice_shift - lineup_shift) < 1e-3

# Sensitivity to density, basis cutoff and finite strain.
excited_naive, _ = bulk_slopes([0, 0, 1], excited_ft)
excited_lineup = -atom_integral(q_excited) / volume_atom * HARTREE
excited_absolute = excited_naive + excited_lineup
cutoff_naive, _ = bulk_slopes([0, 0, 1], cutoff=TEST_CUTOFF)
cutoff_change = naive_v - cutoff_naive
assert abs(cutoff_change) < 0.3
nonlinear_shift = aligned_shift - absolute_v * np.log1p(strain_example)
thermal_energy = constants.k * 300 / constants.e


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("One-dimensional test")
show("plane spacing", spacing_1d * BOHR_NM, "nm", 4)
show("strain", 100 * strain_1d, "%", 1)
print("planes per crystal:", planes)
show("level shift, common potential", direct_1d, "eV", 4)
show("level shift, separate bulk runs", naive_1d, "eV", 4)
show("electrostatic line-up", lineup_1d, "eV", 4)
show("level shift, bulk plus line-up", aligned_1d, "eV", 4)
show("surface-dipole shift, Poisson", surface_shift, "eV", 4)
show("surface-dipole shift, formula", surface_formula, "eV", 4)
print("Carbon atom, spherical LDA")
show("pseudo 2s level", atom_levels[0] * HARTREE, "eV")
show("all-electron 2s level", all_electron.mo_energy[1] * HARTREE, "eV")
show("pseudo 2p level", atom_levels[1] * HARTREE, "eV")
show("all-electron 2p level", all_electron.mo_energy[2] * HARTREE, "eV")
show("pseudo density moment Q", q_ground, "bohr^2")
show("all-electron density moment Q", q_all, "bohr^2")
show("pseudopotential integral alpha", alpha, "Hartree bohr^3", 4)
print("Diamond, superposed-atom LDA")
show("lattice constant", lattice_nm, "nm")
show("volume per atom", volume_atom, "bohr^3")
show("plane-wave cutoff", MAIN_CUTOFF, "Hartree", 0)
show("average electrostatic energy", average_energy, "eV")
show("direct gap at Gamma", reference[4] - reference[3], "eV")
show("naive a_v, zero total average", naive_v, "eV")
show("naive a_v, point-ion convention", naive_point_ion, "eV")
show("naive a_v, smeared-ion convention", naive_smeared_ion, "eV")
show("line-up slope", lineup_slope, "eV")
show("aligned absolute a_v", absolute_v, "eV")
show("hydrostatic check of a_v", hydro_v + lineup_slope, "eV")
show("direct-gap deformation potential", naive_c - naive_v, "eV")
print("Diamond, uniaxial [001] strain")
show("strain", 100 * strain_example, "%", 1)
show("naive valence-mean shift", naive_shift, "eV", 4)
show("line-up shift, formula", lineup_shift, "eV", 4)
show("line-up shift, superlattice", superlattice_shift, "eV", 4)
show("aligned valence-mean shift", aligned_shift, "eV", 4)
show("valence splitting", valence_splitting, "eV", 4)
print("Sensitivity and neglected scales")
show("s1p3 density: naive a_v", excited_naive, "eV")
show("s1p3 density: line-up slope", excited_lineup, "eV")
show("s1p3 density: aligned a_v", excited_absolute, "eV")
show("lower test cutoff", TEST_CUTOFF, "Hartree", 0)
show("a_v change from lower cutoff", cutoff_change, "eV", 4)
show("nonlinear part at example strain", nonlinear_shift, "eV", 5)
show("thermal energy at 300 K", thermal_energy, "eV", 4)
print("finished without a failed check")
```

It prints:

```
One-dimensional test
plane spacing: 0.1799 nm
strain: 2.0 %
planes per crystal: 30
level shift, common potential: 0.1985 eV
level shift, separate bulk runs: -0.1929 eV
electrostatic line-up: 0.3921 eV
level shift, bulk plus line-up: 0.1992 eV
surface-dipole shift, Poisson: -0.3419 eV
surface-dipole shift, formula: -0.3419 eV
Carbon atom, spherical LDA
pseudo 2s level: -13.638 eV
all-electron 2s level: -13.644 eV
pseudo 2p level: -5.414 eV
all-electron 2p level: -5.420 eV
pseudo density moment Q: 14.555 bohr^2
all-electron density moment Q: 14.773 bohr^2
pseudopotential integral alpha: -0.1697 Hartree bohr^3
Diamond, superposed-atom LDA
lattice constant: 0.357 nm
volume per atom: 38.381 bohr^3
plane-wave cutoff: 44 Hartree
average electrostatic energy: -21.733 eV
direct gap at Gamma: 5.978 eV
naive a_v, zero total average: -15.957 eV
naive a_v, point-ion convention: -15.837 eV
naive a_v, smeared-ion convention: -13.669 eV
line-up slope: 21.733 eV
aligned absolute a_v: 5.775 eV
hydrostatic check of a_v: 5.776 eV
direct-gap deformation potential: -3.632 eV
Diamond, uniaxial [001] strain
strain: 1.0 %
naive valence-mean shift: -0.1576 eV
line-up shift, formula: 0.2152 eV
line-up shift, superlattice: 0.2152 eV
aligned valence-mean shift: 0.0576 eV
valence splitting: 0.1590 eV
Sensitivity and neglected scales
s1p3 density: naive a_v: -16.130 eV
s1p3 density: line-up slope: 22.941 eV
s1p3 density: aligned a_v: 6.811 eV
lower test cutoff: 34 Hartree
a_v change from lower cutoff: -0.1600 eV
nonlinear part at example strain: 0.00009 eV
thermal energy at 300 K: 0.0259 eV
finished without a failed check
```
